# Sinusoidal Ripple and Dielectric Breakdown Life in the Exponential Field Model

**Q:** I stress an interlayer dielectric at a constant voltage and record when it breaks down. Suppose the supply also carries a sinusoidal ripple. The ripple raises the field for half of each period and lowers it for the other half. Why should the life change at all?

**A:** Because the damage rate is not linear in the field. Let me fix the model first. Under a constant field $E$ and at fixed temperature, take the life to be

$$\tau(E)=\tau_0e^{-\gamma E},$$

where $\gamma>0$ is the field acceleration and $\tau_0$ is the life extrapolated to zero field. This is the E-model. Now let

$$E(t)=E_0+E_1\sin(\omega t+\varphi),\qquad 0\le E_1\le E_0 .$$

Here $E_1$ is an amplitude, half the peak-to-peak swing. The condition $E_1\le E_0$ means that the field never reverses.

Compare two instants half a period apart. Their fields are $E_0+x$ and $E_0-x$, and their mean damage rate is

$$\frac{e^{\gamma(E_0+x)}+e^{\gamma(E_0-x)}}{2\tau_0}
=\frac{e^{\gamma E_0}}{\tau_0}\cosh(\gamma x).$$

Since $\cosh(\gamma x)\ge1$, the high-field instant adds more damage than the low-field instant saves. Over whole periods the ripple therefore adds damage even though its own mean is zero, and a life spanning many periods is shortened. A life of only a few periods or less can depend on the starting phase and may even be lengthened.

**Q:** You speak of a damage rate, but the E-model gives only a life at constant field. What connects them?

**A:** An additional assumption. Define a damage $D$ that starts at zero and reaches one at failure. At constant field it grows as $t/\tau(E)$. For a varying field, assume that each short interval uses up the fraction of life belonging to the field at that moment:

$$\frac{dD}{dt}=\frac{1}{\tau(E(t))}=\frac{e^{\gamma E(t)}}{\tau_0}.$$

This contains three claims: damage adds regardless of its history, none of it heals, and the rate follows the field without delay. The third can be relaxed later.

**Q:** Then what is the mean rate over a period?

**A:** Write $\theta=\omega t+\varphi$ and $z=\gamma E_1$. The constant part of the field factors out:

$$\left\langle\frac{dD}{dt}\right\rangle
=\frac{e^{\gamma E_0}}{\tau_0}\,\frac1{2\pi}\int_0^{2\pi}e^{z\sin\theta}\,d\theta
=\frac{1}{\tau(E_0)}\left\langle e^{z\sin\theta}\right\rangle .$$

An integral over a whole period does not depend on where the period starts, so $\varphi$ has dropped out. So has $\omega$, because the average is taken over angle.

Expand the exponential:

$$\left\langle e^{z\sin\theta}\right\rangle
=\sum_{n=0}^{\infty}\frac{z^n}{n!}M_n,\qquad M_n=\langle\sin^n\theta\rangle .$$

Averaging term by term is allowed: the size of each term is at most $z^n/n!$, whatever $\theta$ is, and these bounds have the finite sum $e^z$.

**Q:** The odd moments vanish by symmetry, I suppose. How do you get the even ones?

**A:** Yes, shifting $\theta$ by $\pi$ reverses the sign of an odd power and leaves the average over a period unchanged, so $M_n=0$ for odd $n$. For $n\ge2$, integrate by parts, using $\sin\theta=-d(\cos\theta)/d\theta$. The boundary term vanishes by periodicity:

$$M_n=(n-1)\langle\sin^{n-2}\theta\cos^2\theta\rangle
=(n-1)(M_{n-2}-M_n).$$

The last step used $\cos^2\theta=1-\sin^2\theta$. Collecting $M_n$ gives

$$nM_n=(n-1)M_{n-2}.$$

Start from $M_0=1$ and apply this $m$ times:

$$M_{2m}=\frac{1\cdot3\cdots(2m-1)}{2\cdot4\cdots(2m)} .$$

The denominator is $2^m m!$. The numerator is $(2m)!$ with its even factors removed, or $(2m)!/(2^m m!)$. Hence

$$M_{2m}=\frac{(2m)!}{4^m(m!)^2}.$$

In the series, $(2m)!$ cancels:

$$\left\langle e^{z\sin\theta}\right\rangle
=\sum_{m=0}^{\infty}\frac{z^{2m}}{(2m)!}\,\frac{(2m)!}{4^m(m!)^2}
=\sum_{m=0}^{\infty}\frac{(z/2)^{2m}}{(m!)^2}=I_0(z).$$

The last sum is the power series of the modified Bessel function of order zero. The mean damage rate is therefore the DC rate at $E_0$ multiplied by $I_0(\gamma E_1)$.

**Q:** Put numbers in. I would like to see whether this matters.

**A:** Take a gap of 40 nm, a bias of 14 V and a ripple amplitude of 2 V at 50 Hz. Treating the gap as a parallel-plate region, the fields are $E_0=3.5$ MV/cm and $E_1=0.5$ MV/cm. With $\gamma=4$ cm/MV,

$$z=4\times0.5=2,$$

$$I_0(2)=1+1+0.25+0.02778+0.00174+\cdots=2.280 .$$

Let the DC life at 3.5 MV/cm be a chosen 10000 s. With ripple it becomes

$$\tau_{\rm ripple}=\frac{10000\ \text{s}}{2.280}\approx4390\ \text{s}=1.22\ \text{h}.$$

The half-period above $E_0$ contributes 92.5 % of the damage. At the crest the rate is $e^2=7.39$ times the DC rate.

**Q:** You divided by an average rate, but failure occurs at a particular instant, possibly in the middle of a period. Is the division justified?

**A:** It is, to within one ripple period. Let $T_p$ be the period and let $\bar D(t)=I_0(z)\,t/\tau(E_0)$ be the averaged damage. After any whole number $N$ of periods, the true damage is the same:

$$D(NT_p)=\bar D(NT_p).$$

Choose $N$ so that $\bar D(NT_p)\le1<\bar D((N+1)T_p)$. The true damage satisfies the same inequalities. It is continuous and increasing, so it also reaches one inside this interval. Both failure times lie in the same period, and

$$\left|t_f-\frac{\tau(E_0)}{I_0(z)}\right|<T_p .$$

In the example $T_p=0.02$ s and failure comes after about 219000 periods, so the difference is immaterial. It can matter for a very short life. With $z=2$ and a DC life of 25.3 periods, the averaged formula gives 11.10 periods. Direct accumulation of damage from 24 evenly spaced starting phases gave failure times that differed from this by up to 0.44 period.

**Q:** Could I avoid the Bessel function by using a simpler estimate?

**A:** At either end of the range. For small $z$, the first terms of the series give

$$I_0(z)\simeq1+\frac{z^2}{4}+\frac{z^4}{64}.$$

The effect begins at second order because the linear term averages to zero. At $z=2$ this gives 2.250, about 1.3 % below the full value.

For large $z$, the crest dominates. Set $\theta=\pi/2+u$, so that $\sin\theta=\cos u\simeq1-u^2/2$. The integrand is then a narrow Gaussian of width $1/\sqrt z$, and its limits may be extended to infinity:

$$I_0(z)\simeq\frac{e^z}{2\pi}\int_{-\infty}^{\infty}e^{-zu^2/2}\,du
=\frac{e^z}{2\pi}\sqrt{\frac{2\pi}{z}}
=\frac{e^z}{\sqrt{2\pi z}} .$$

The factor $e^z$ is the crest rate, and the square root accounts for the small part of the period spent near the crest. At $z=2$ the estimate is 2.084, about 9 % low, since a width of $1/\sqrt2$ radian is not yet narrow.

**Q:** What if I insert the rms field into the DC formula?

**A:** That gives the wrong weight to the ripple. The constant field that produces the same mean damage follows from $e^{\gamma(E_{\rm eq}-E_0)}=I_0(z)$:

$$E_{\rm eq}=E_0+\frac{\ln I_0(\gamma E_1)}{\gamma}.$$

It lies between $E_0$ and $E_0+E_1$, because the average of $e^{z\sin\theta}$ is at least one, by the pairing argument, and at most $e^z$. For small ripple, $\ln(1+z^2/4)\simeq z^2/4$, so

$$E_{\rm eq}-E_0\simeq\frac{\gamma E_1^2}{4}.$$

The rms field is instead

$$E_{\rm rms}=\sqrt{E_0^2+\frac{E_1^2}{2}}\simeq E_0+\frac{E_1^2}{4E_0}.$$

In this limit its shift is too small by the factor $\gamma E_0$, which is 14 here. For the actual ripple, $E_{\rm eq}=3.706$ MV/cm while $E_{\rm rms}=3.518$ MV/cm. The rms field would predict an enhancement of only 1.07 instead of 2.28.

**Q:** Why not average the life itself over the period? It is the quantity I want.

**A:** Life fractions add, so the reciprocal of the life must be averaged:

$$\frac1{\tau_{\rm ripple}}=\left\langle\frac1{\tau(E)}\right\rangle .$$

Averaging $\tau$ gives $\tau(E_0)\langle e^{-z\sin\theta}\rangle$. Shifting $\theta$ by $\pi$ turns this average into $I_0(z)$ again, but now it multiplies the life. The result would be 22800 s, longer than the DC life, although the damage law says that ripple shortens it.

**Q:** Does the formula survive if the ripple is larger than the bias?

**A:** Not exactly, if damage depends on the magnitude of the field. The reversed field reaches a rate proportional to $e^{\gamma(E_1-E_0)}$ at most, against $e^{\gamma(E_1+E_0)}$ at the crest, so the relative error is of order $e^{-2\gamma E_0}$. It is negligible for $\gamma E_0=14$ and large when $\gamma E_0$ is about one or less. Consider the extreme case of pure AC, $E_0=0$, with a rate proportional to $e^{\gamma|E|}$ and still no healing. The two half-periods now do equal damage, so the average is twice the contribution of the positive half. At $z=2$ that contribution is $0.925\times2.280=2.109$. Doubling it gives 4.22 times the extrapolated zero-field rate, not 2.28. If reversal lets charge or metal ions move back, the no-healing assumption fails too, and this number does not apply either.

**Q:** The exponential law is itself disputed. How much of your factor depends on it?

**A:** Compare laws with the same DC life at $E_0$ and the same slope of the logarithmic rate there. Apart from constants, the logarithmic rates and slopes are:

- $\sqrt E$ law: $2\gamma\sqrt{E_0E}$, with slope $\gamma\sqrt{E_0/E}$;
- power law: $\gamma E_0\ln E$, with slope $\gamma E_0/E$;
- $1/E$ law: $-\gamma E_0^2/E$, with slope $\gamma E_0^2/E^2$.

Each slope equals $\gamma$ at $E_0$ and decreases with field. The curves are therefore concave and lie below their common tangent, which is the E-model. Their rates are lower at every field except $E_0$, so their enhancement must be below $I_0(z)$. The values are 2.18, 2.09 and 1.94 respectively. At this test field the largest reduction among these three laws is about 15 %.

**Q:** And if the material cannot follow the ripple instantly?

**A:** Suppose the rate depends on an effective field obeying $t_r\,dE_{\rm eff}/dt=E-E_{\rm eff}$. After the starting transient, try $E_{\rm eff}=E_0+A\sin\psi$, where $\psi=\omega t+\varphi-\delta$. Substitution gives

$$A\sin\psi+\omega t_rA\cos\psi=E_1\sin(\psi+\delta)
=E_1(\cos\delta\sin\psi+\sin\delta\cos\psi).$$

Matching terms gives $A=E_1\cos\delta$ and $\omega t_rA=E_1\sin\delta$. Squaring and adding,

$$A=\frac{E_1}{\sqrt{1+\omega^2t_r^2}} .$$

The enhancement is now $I_0(\gamma A)$. An assumed lag of 1 ms at 50 Hz gives $\omega t_r=0.314$ and a factor of 2.14, about 6 % lower. When $\omega t_r\gg1$, the effective ripple disappears and the factor tends to one. The full factor $I_0(\gamma E_1)$ thus requires a response that is fast compared with the ripple; between the fast and slow limits, the enhancement depends on frequency.

**Q:** How close is this example to a real interconnect test?

**A:** The gap, mean field, $\gamma$ and temperature of 125 °C are rough values in the regime of accelerated tests on porous SiCOH between copper lines. The ripple is not typical: 4 V peak to peak is far more than a sound DC supply should deliver, and was chosen to make the effect plain. The peak field, 4.0 MV/cm, is 0.57 of a rough rapid-breakdown field of 7 MV/cm. Real lines break the assumption of a uniform gap. Where the gap narrows to 36 nm, $z$ rises to 2.22 and the factor, taken relative to DC at the same spot, rises to 2.67, 17 % above the nominal value. This correction applies if $\gamma$ was obtained on a uniform film; a $\gamma$ fitted to the same lines using their nominal gap may already contain it.

**Q:** Suppose I run one sample with ripple and one without. What else could imitate the effect?

**A:** Chance, first of all. Nominally identical samples break down at scattered times. Suppose that a fraction $e^{-(t/\eta)^\beta}$ survives to time $t$, a Weibull distribution, and that the ripple does nothing. Then $x=(t/\eta)^\beta$ has the probability density $e^{-x}$, and the chance that the DC sample lasts at least $R$ times as long as the other is

$$\int_0^\infty e^{-x}e^{-R^\beta x}\,dx=\frac1{1+R^\beta}.$$

For $R=2.28$ and an assumed $\beta=1.5$, this is about 0.23. One pair therefore cannot establish the effect; compare groups of samples.

A systematic difference in trapped charge can also imitate it. Put a sheet of $N$ elementary charges per area at midgap, with permittivity $\varepsilon$. Gauss's law makes the field jump by $eN/\varepsilon$ at the sheet. The bias is fixed, so the mean field cannot change, and the two equal halves shift by $+eN/(2\varepsilon)$ and $-eN/(2\varepsilon)$. For a relative permittivity of 2.7 and a difference of $10^{11}$ cm$^{-2}$ between the runs, the shift is 0.0335 MV/cm. If the higher-field side decides failure, the damage rate there changes by

$$e^{4\times0.0335}\approx1.14 .$$

Setting $\gamma eN/(2\varepsilon)=\ln I_0(z)$ shows that about $6\times10^{11}$ cm$^{-2}$ would match the whole ripple effect. A temperature difference is another: with a rough effective activation energy of 0.5 eV, a 1 K rise increases the rate by 3.7 %.

**Q:** If ripple more than halves the life in the test, should I fear it in service?

**A:** The test factor cannot be carried over. Take 1 V across the same gap, with 0.1 V ripple, at 105 °C. In the thermochemical picture the field lowers a barrier by $pE$, where $p$ is an effective dipole moment. The rate then contains $e^{pE/k_BT}$, so $\gamma=p/(k_BT)$. Holding $p$ fixed,

$$\gamma_{\rm use}=4\times\frac{398.15}{378.15}=4.21\ \text{cm/MV}.$$

The ripple field is 0.025 MV/cm, so $z=0.105$ and $I_0(z)-1\simeq z^2/4=0.0028$. Within the E-model, the ripple shortens the service life by about 0.3 %.

**Q:** Is that small number as safe as the factor at the test field?

**A:** No. It relies on the E-model far below the field where its slope was set. A power law with rate proportional to $E^n$ responds to the relative ripple $r=E_1/E_0$, since

$$\langle(1+r\sin\theta)^n\rangle
=1+\frac{n(n-1)}{2}\,r^2\langle\sin^2\theta\rangle+\cdots
=1+\frac{n(n-1)}{4}\,r^2+\cdots .$$

The slope match at the test field gives $n=\gamma E_0=14$. Keeping that exponent in service, with $r=0.1$, the terms shown give $1+14\times13\times0.01/4\approx1.46$, and the full average is 1.49. The fractional effect of ripple would then be large in service as well. This is a comparison with each law's own DC life at the service field, and those lives differ greatly: from 10000 s at 3.5 MV/cm and at the test temperature, the power law extrapolates to $10^4\times14^{14}\approx10^{20}$ s at 0.25 MV/cm, the E-model to $10^4e^{13}\approx4\times10^9$ s. The fraction of the service life that a 10 % ripple removes, like that life itself, therefore depends on the form of the damage law near the service field, and the test at high field does not establish that.

## Computed results

```
Line spacing: 40 nm
DC bias: 14 V; ripple amplitude: 2 V
Ripple frequency: 50 Hz
Ripple period: 0.020 s
Test temperature: 398.15 K
Field acceleration gamma: 4.0 cm/MV
Effective dipole gamma*k*T: 13.7 e*angstrom
Mean field E0: 3.500 MV/cm
Ripple field amplitude E1: 0.500 MV/cm
z = gamma*E1: 2.000 (no unit)
First five series terms: 1.00000 1.00000 0.25000 0.02778 0.00174
Enhancement by quadrature: 2.279585
Enhancement I0(z): 2.279585
Small-z estimate 1+z^2/4+z^4/64: 2.2500
Large-z estimate: 2.0844
DC life at E0 (chosen): 10000 s
Life with ripple: 4386.8 s = 1.219 h
Ripple periods before failure: 219338
Short-life test, DC life: 25.3 periods
Short-life test, averaged life: 11.099 periods
Short-life test, largest shift: 0.442 periods
Equivalent DC field: 3.7060 MV/cm
RMS field: 3.5178 MV/cm
Enhancement wrongly taken from RMS field: 1.0738
Life wrongly taken by averaging tau: 22796 s
Damage share of upper half-cycle: 92.5 %
Pure AC, same z, rate in |E|, over zero-field rate: 4.2170
Peak rate over DC rate: 7.389
Enhancement, sqrt(E) law, matched slope: 2.1821
Enhancement, power law, matched slope: 2.0930
Enhancement, 1/E law, matched slope: 1.9365
Response lag: 1.0 ms; omega*lag: 0.3142
Enhancement with this lag: 2.1395
Locally narrowed gap: 36 nm; local z: 2.2222
Enhancement in narrowed gap: 2.6721
Relative permittivity: 2.7
Trapped-sheet difference: 1.0e+11 cm^-2
Electrode field change from sheet: 0.0335 MV/cm
Damage-rate factor from sheet: 1.1434
Sheet density matching ripple effect: 6.15e+11 cm^-2
Effective activation energy (rough): 0.5 eV
Damage-rate factor for 1 K rise: 1.0372
Peak field: 4.00 MV/cm
Rapid-breakdown field (rough): 7 MV/cm
Peak over rapid-breakdown field: 0.57
Use bias: 1.0 V; use ripple: 0.1 V
Use temperature: 378.15 K; gamma there: 4.212 cm/MV
Use mean field: 0.250 MV/cm; amplitude: 0.025 MV/cm
Use z: 0.1053; use enhancement: 1.00277
```
